\section*{Tin Transition-Array Moments from Commutator Traces, without Diagonalization}

\section{What has to be decided}

A radiation model for a tin plasma must decide, for each group of lines, whether to carry every line or to replace the group by a band with a centre and a width. The choice affects how much light is assigned to the narrow band near 13.5 nm that a lithography tool accepts. If finding the centre and width first required every line, the replacement would save little atomic-structure work. The scheme below obtains them from matrix products alone.

The case is $4d^2\to4d4f$ in an ion with the structure of Sn$^{12+}$. Let $A$ be the 45 states of $4d^2$ and $B$ the 140 states of $4d4f$. At first each is a pure configuration, with Hamiltonians $H_A$ and $H_B$ and no coupling between them. For eigenstates $a,b$ with energies $E_a,E_b$, define
\begin{equation}
S_{ba}=\sum_q|\langle b|D_q|a\rangle|^2,\qquad
M_n(c)=\sum_{ab}S_{ba}(E_b-E_a-c)^n .
\end{equation}
Here $q=-1,0,1$ labels the dipole components and $c$ is a reference energy. The total strength is $S_0=M_0$, the mean is $\mu=M_1(0)/S_0$, and the central moments are $\mu_n=M_n(\mu)/S_0$. All magnetic states count, so lower states are weighted equally. Energies are in eV and strengths in $e^2a_0^2$.

\section{The naive trace and its repair}

A commutator with $H$ multiplies a matrix element by an energy difference. The obvious attempt takes the full Hermitian dipole $\mathcal D=D_0+D_0^\dagger$ and forms
\begin{equation}
\mathrm{Tr}\,\mathcal D[H,\mathcal D]
=\mathrm{Tr}\,\mathcal DH\mathcal D-\mathrm{Tr}\,\mathcal D\mathcal DH=0,
\end{equation}
because the trace is cyclic. In eigenstates the reason is plain: absorption contributes $E_b-E_a$, emission contributes $E_a-E_b$, and their strengths are equal. Every odd moment about zero is lost in this way.

The repair is to keep only the part of the dipole that carries $A$ into $B$:
\begin{equation}
D_q=r\sum_{fd}x^q_{fd}\,a_f^\dagger a_d,\qquad
x^q_{fd}=\langle f|C^1_q|d\rangle .
\end{equation}
The labels $f,d$ run over spin orbitals, $r=\langle4d|r|4f\rangle$ is the radial integral, and $C^1_q$ are the spherical components of the unit position vector. Spin is unchanged. Now nest
\begin{equation}
C_0=D_q,\qquad C_{n+1}=H_BC_n-C_nH_A-c\,C_n .
\label{nest}
\end{equation}
Between eigenstates, $H_B$ on the left gives $E_b$ and $H_A$ on the right gives $E_a$. Each nesting therefore multiplies the element by $E_b-E_a-c$, so that
\begin{equation}
(C_n)_{ba}=(E_b-E_a-c)^n(D_q)_{ba}.
\end{equation}
Since the energies are real,
\begin{equation}
\sum_q\mathrm{Tr}\,C_j^\dagger C_k
=\sum_{q,ab}(C_j)_{ba}^*(C_k)_{ba}=M_{j+k}(c).
\label{main}
\end{equation}
The left side does not depend on the basis, so it can be evaluated in Slater determinants. Splitting $n$ evenly between $j$ and $k$ means that three nestings give all moments through the sixth.

The identity needs separate blocks. Here parity guarantees them: $4d^2$ is even and $4d4f$ is odd, so no Coulomb or spin--orbit term connects the two. A perturbation of odd parity, such as an external electric field, would couple $A$ to $B$; the eigenstates would then no longer lie in $A$ or $B$, and (\ref{nest}) would omit the coupling.

\section{The second failure: lost digits}

With $c=0$ one could compute raw moments and combine them afterwards:
\begin{equation}
\mu_6=\sum_{k=0}^{6}\binom6k\frac{M_k(0)}{S_0}(-\mu)^{6-k}.
\end{equation}
In the example below $\mu\simeq90.4$ eV, so the $k=3$ term has size $20\mu^6\simeq1.1\times10^{13}$ eV$^6$, while the answer is $7.6\times10^3$ eV$^6$. Double precision, with a relative spacing of $2\times10^{-16}$, should then leave a relative error of order $10^{-7}$. The computed error, relative to the centred sum over lines, is $3\times10^{-7}$. It is a rounding error, and reordering the basis moves it between about $6\times10^{-8}$ and $9\times10^{-7}$.

The remedy is to run (\ref{nest}) once with $c=0$ to find $\mu$, and again with $c=\mu$. The large common energy is removed before any power is formed, and the same relative error falls to about $10^{-14}$ or less.

\section{Matrices in determinants}

The Coulomb repulsion is expanded as
\begin{equation}
\frac1{r_{12}}=\sum_k\frac{r_<^k}{r_>^{k+1}}\sum_qC^k_q(1)^*C^k_q(2),
\quad C^k_q=\sqrt{\tfrac{4\pi}{2k+1}}\,Y_{kq}.
\end{equation}
Let electron 1 go from $i$ to $s$ and electron 2 from $j$ to $t$, each keeping its spin. Write $c^k(u,v)=\langle u|C^k_{m_u-m_v}|v\rangle$. The conjugate on electron 1 reverses its arguments, so
\begin{equation}
\langle st|r_{12}^{-1}|ij\rangle=\sum_kR^k\,c^k(i,s)\,c^k(t,j),
\qquad m_s+m_t=m_i+m_j .
\end{equation}
The radial integral $R^k$ couples the densities $si$ and $tj$. It is called $F^k(df)$ for densities $dd$ and $ff$, and $G^k(df)$ when both are $df$. The polar part of $c^k$ is integrated by Gauss--Legendre quadrature, with $Y_{l,-m}=(-1)^mY_{lm}^*$. In second quantization
\begin{equation}
H_{\rm C}=\sum_{i<j,\;s<t}
\bigl(\langle st|r_{12}^{-1}|ij\rangle-\langle st|r_{12}^{-1}|ji\rangle\bigr)
a_s^\dagger a_t^\dagger a_ja_i .
\end{equation}
To find the sign of a move, remove $i$ and $j$ from the determinant and count, in what remains, the occupied orbitals preceding each of $i,j,s,t$. An odd total gives a minus sign. This works because $j$ does not precede $i$, and $t$ does not precede $s$.

Spin--orbit coupling adds, for each electron,
\begin{equation}
\zeta\,\mathbf l\cdot\mathbf s=\zeta\bigl[l_zs_z+\tfrac12(l_+s_-+l_-s_+)\bigr].
\end{equation}
The $F^0$ and closed-shell terms are constants within a configuration. They are absorbed into the average energies: that of $A$ is set to zero and that of $B$ to $\Delta$.

\section{What fixes the mean}

The first moment can be reduced further. The recurrence for $\cos\theta\,Y_{2m}$ gives $|\langle3m|\cos\theta|2m\rangle|^2=(9-m^2)/35$. Its sum over $m$ is $(45-10)/35=1$, and by isotropy the three dipole components together give 3. Shared over five $d$ orbitals or seven $f$ orbitals of one spin, this means
\begin{equation}
\sum_{q,f}x^{q*}_{fd'}x^q_{fd}=\tfrac35\delta_{dd'},\qquad
\sum_{q,d}x^q_{fd}x^{q*}_{f'd}=\tfrac37\delta_{ff'} .
\end{equation}
On $4d^2$ the $f$ shell is empty, so $a_{f'}a_f^\dagger$ reduces to $\delta_{ff'}$. Each of the two $d$ electrons contributes $3/5$:
\begin{equation}
\sum_qD_q^\dagger D_q=\tfrac65r^2,\qquad S_0=45\cdot\tfrac65r^2=54r^2 .
\end{equation}
Every lower state thus has the same total strength. On $4d4f$, using $a_da_{d'}^\dagger=\delta_{dd'}-a_{d'}^\dagger a_d$ and the presence of one $f$ electron,
\begin{align}
\sum_qD_qD_q^\dagger
&=r^2\sum x^q_{fd}x^{q*}_{f'd'}\,a_f^\dagger a_da_{d'}^\dagger a_{f'}\nonumber\\
&=r^2\Bigl(\tfrac37-\sum x^q_{fd}x^{q*}_{f'd'}\,
a_f^\dagger a_{d'}^\dagger a_da_{f'}\Bigr).
\end{align}
The last term also occurs in the Coulomb energy. The exchange elements $\langle fd'|r_{12}^{-1}|df'\rangle$ multiply $a_f^\dagger a_{d'}^\dagger a_{f'}a_d=-a_f^\dagger a_{d'}^\dagger a_da_{f'}$, and their $k=1$ part is $G^1\sum_qx^q_{fd}x^{q*}_{f'd'}$. Let $\hat g_1$ be the full operator multiplying $G^1(df)$ in $H_{\rm C}$, before the average energy is set to $\Delta$. Then
\begin{equation}
\sum_qD_qD_q^\dagger=r^2\left(\tfrac37+\hat g_1\right).
\label{g1}
\end{equation}
An upper state with a larger exchange energy $G^1\langle\hat g_1\rangle$ therefore also has a larger total strength.

Now write $H_B=\Delta+\tilde H_B$ with $\mathrm{Tr}\,\tilde H_B=0$. By cyclicity,
\begin{align}
M_1(0)&=\mathrm{Tr}\,H_B\sum_qD_qD_q^\dagger
-\mathrm{Tr}\,H_A\sum_qD_q^\dagger D_q\nonumber\\
&=\Delta S_0+r^2\,\mathrm{Tr}\,\tilde H_B\hat g_1 .
\end{align}
The $H_A$ term vanishes because its operator factor is a constant and $\mathrm{Tr}\,H_A=0$. The constant $3/7$ drops out against $\tilde H_B$ in the same way. Division by $54r^2$ gives
\begin{equation}
\mu=\Delta+\frac{\mathrm{Tr}\,\tilde H_B\hat g_1}{54}.
\label{mean}
\end{equation}
The mean is linear in the radial integrals. The $F^k(dd)$ act only in $A$ and drop out. Spin--orbit coupling drops out as well: a rotation of all spins by $\pi$ about an axis perpendicular to $\alpha$ reverses $l_\alpha s_\alpha$ but leaves $\hat g_1$ unchanged, so their trace equals its own negative. The coefficient of $G^1$ is $\mathrm{Tr}\,\tilde g_1^2/54$, with $\tilde g_1$ the traceless part of $\hat g_1$. It is positive, so at fixed $\Delta$ a larger $G^1$ raises the mean.

For the variance, take $c=\mu$ and split $C_1$ into a Coulomb part, which includes $\Delta-\mu$, and a spin--orbit part. The same spin rotation removes the cross term in $\mathrm{Tr}\,C_1^\dagger C_1$, so the two variances add.

\section{A worked array}

The parameters are round values, in eV: $F^2(dd)=12$, $F^4(dd)=8$, $F^2(df)=11$, $F^4(df)=7$, $G^1=13$, $G^3=8$, $G^5=6$, $\zeta_{4d}=0.7$, $\zeta_{4f}=0.05$ and $\Delta=88$. With $r=0.9\,a_0$, $S_0=54(0.81)=43.74\,e^2a_0^2$.

Setting one integral to unity and the others to zero gives its coefficient in (\ref{mean}). For $G^1$ this is 0.21746, a share of $0.21746\times13=2.827$ eV. The shares of $F^2(df)$, $F^4(df)$, $G^3$ and $G^5$ are $-0.279$, $-0.074$, $-0.017$ and $-0.014$ eV. Hence
\begin{equation}
\mu=88+2.827-0.385=90.442\ \text{eV}.
\end{equation}

For the explicit sums, $H_A$ and $H_B$ are diagonalized and degenerate states are grouped into 9 lower and 20 upper levels. The rule $|J_a-J_b|\le1\le J_a+J_b$ leaves 81 lines. Their mean is also 90.442 eV, and the central moments compare as follows.
\begin{center}
\begin{tabular}{crr}
$n$ & traces (eV$^n$) & lines (eV$^n$)\\
2 & 7.0097 & 7.0097\\
3 & $-11.0940$ & $-11.0940$\\
4 & 171.3936 & 171.3936\\
5 & $-748.0654$ & $-748.0654$\\
6 & 7610.6827 & 7610.6827
\end{tabular}
\end{center}
The largest difference, in units of $\sigma^n$ with $\sigma^2=\mu_2$, is $2.5\times10^{-13}$.

The width is $\sigma=2.65$ eV. Coulomb terms supply 6.407 eV$^2$ of the variance and spin--orbit coupling 0.603 eV$^2$. The mean energy corresponds to $hc/\mu=13.71$ nm. To first order the width is $hc\sigma/\mu^2=0.40$ nm.

The skewness $\mu_3/\sigma^3=-0.60$ means a longer tail towards low energy, and $\mu_4/\sigma^4=3.49$ exceeds the Gaussian value 3. The strength in a narrow band depends on such departures from a Gaussian and on where individual lines fall. Between 90.93 and 92.77 eV, which is 13.5 nm within 1\% either way, the lines hold 35.1\% of the strength. A Gaussian with the same mean and width puts 23.7\% there, about one third too little relative to the line sum. The size and sign of this error depend on $\Delta$: at 87.8 eV the lines hold 21\% and the Gaussian 23\%, and at 87 eV they hold 9\% and 18\%. For this array the moments serve for the centre and width, but a two-moment band is a poor substitute for the lines when in-band strength is wanted.

\section{Other populations}

If the lower states have Boltzmann populations, put $\rho=e^{-H_A/k_BT}$ inside the trace:
\begin{equation}
\mu_T=\frac{\sum_q\mathrm{Tr}\,C_0^\dagger C_1\rho}
{\sum_q\mathrm{Tr}\,C_0^\dagger C_0\rho},\qquad c=0 .
\end{equation}
To first order in $1/k_BT$, $\rho\simeq1-H_A/k_BT$. The denominator does not change, because all lower states have equal strength and $\mathrm{Tr}\,H_A=0$. The shift is then $-\langle E_a(E_b-E_a)\rangle/k_BT$, with the average weighted by strength, and it vanishes in the hot limit. At $k_BT=30$ eV, with $\rho$ from a matrix exponential, the shift is $+0.014$ eV.

For emission, let the upper states be equally populated and the plasma transparent. The decay rate of a line varies as the cube of its photon energy times its strength, and the power carries one more factor of photon energy. The mean photon energy of the power is therefore $M_5(0)/M_4(0)$. Setting $E_b-E_a=\mu(1+x)$ with $\langle x\rangle=0$ and $\langle x^2\rangle=\sigma^2/\mu^2$,
\begin{equation}
\frac{M_5(0)}{M_4(0)}\simeq\mu\,\frac{1+10\langle x^2\rangle}{1+6\langle x^2\rangle}
\simeq\mu+\frac{4\sigma^2}{\mu}.
\end{equation}
The estimate is $4(7.01)/90.44=0.310$ eV. The full ratio of moments gives a shift of 0.301 eV. Equal population is the hot limit. The upper levels span 83 to 96 eV, and Boltzmann populations at $k_BT=30$ eV reduce the shift to 0.09 eV.

\section{The third failure: a pure upper configuration}

The configuration $4p^54d^3$ lies close to $4d4f$, is reached from the same lower states by $4p\to4d$, and mixes with $4d4f$. The proof of (\ref{main}) never used the purity of $B$, so $B$ can be enlarged to both configurations. The closed $4p$ shell is now written out, and the upper space has 860 states.

The added inputs, in eV, are $F^2(pd)=13$, $G^1(pd)=16$, $G^3(pd)=10$, $\zeta_{4p}=6$ and an average gap of 84 for $4p^54d^3$, with $\langle4p|r|4d\rangle=0.8\,a_0$. The mixing integrals between the densities $pd$ and $df$ are $R^1=12$ and $R^3=8$ eV.

With the mixing off, the joint strength is 135.90 $e^2a_0^2$, the mean 95.17 eV and the width 6.12 eV. With it on, the strength is unchanged, because $\sum_q\mathrm{Tr}\,D_q^\dagger D_q$ does not contain $H$. The mean becomes 100.40 eV and the width 3.50 eV. Let $V$ be the mixing block and $D^f_q,D^p_q$ the dipole parts leading to $4d4f$ and $4p^54d^3$. The mean is linear in $H_B$, so its change is
\begin{equation}
\delta\mu=\frac{2\,\mathrm{Re}\sum_q\mathrm{Tr}\,D_q^{f\dagger}VD_q^p}{S_0}=5.23\ \text{eV},
\end{equation}
where $S_0$ is the joint strength. This is interference between the two excitation paths. Reversing the sign of any radial orbital leaves it unchanged, since the signs in $V$ and in the two dipoles cancel. Its direction rests on the relative signs of the mixing and dipole integrals, all taken positive here; reversing $V$ alone would lower the mean by the same amount and widen the array to 9.57 eV.

The larger space allows a count of the work. Only 1.8\% of the entries of $H_B$ are nonzero, about 13,500 numbers. Stored sparsely, $H_BC_n$ with 45 columns needs about $6\times10^5$ multiplications per dipole component. With $C_nH_A$ included, three components and four nestings (one to find $\mu$, three centred) come to about $9\times10^6$. Dense diagonalization that ignores symmetry scales as $860^3\simeq6\times10^8$. But $H_B$ splits into blocks of fixed $M_J$, the largest of size 130, and the cubes of the block sizes with $M_J\ge0$ sum to only $5.5\times10^6$. The traces can use the same symmetry. $C_n$ connects only $M_J$ to $M_J+q$, which cuts their count to $1.2\times10^6$, and since all magnetic states are summed the three components give equal moments, so $q=0$ alone needs $4\times10^5$. In a basis coupled to total $J$, however, the largest block has size 29 and the cubes sum to only $7\times10^4$. The cubes omit a prefactor and the cost of building the coupled basis. At this size the traces are cheaper than diagonalization in determinants, but the count shows no saving over a $J$-coupled calculation.

\section{Beside a real tin source}

The inputs are rough values for the regime of Sn$^{12+}$, not fits, and 30 eV is a rough temperature for a tin source plasma. Tin ions of this kind radiate strongly near 13.5 nm. The isolated array falls close to that at 13.71 nm, but only through the chosen $\Delta$. A rough scalar-relativistic, exchange-only local-density estimate puts the average gaps near 76 eV for $4d4f$ and 72 eV for $4p^54d^3$, and $\Delta=76$ eV would place the isolated array at 15.8 nm. The joint model gives 12.35 nm, clearly too short, and has 0.25\% of its strength in the 2\% band. Lowering both average gaps by 8.6 eV would bring its mean to 13.5 nm without changing its width, so these gaps should not be taken as realistic. Of the assumptions varied here, the pure upper configuration matters most for the mean: mixing moves the joint mean by 5.2 eV and reduces the joint width by 43\% (21\% or 31\% if the $4p^54d^3$ gap is 76 or 92 eV), whereas thermal lower populations move the isolated mean by 0.014 eV and emission weighting moves it by 0.30 eV with equal upper populations, or 0.09 eV with thermal ones at 30 eV. For the mixed joint array the same three shifts are $-0.007$, 0.42 and 0.10 eV. Mixing in the lower state, further configurations, line broadening and reabsorption are left out. The omitted configurations need not be a small correction: with Boltzmann populations at 30 eV the 860 upper states of this model hold 1.2 times as many ions as $4d^2$ (1.6 times with both gaps lowered by 8.6 eV), so arrays that start from excited configurations also contribute. A source calculation therefore needs at least the joint upper space and fitted energies for the centre and width. These are not enough for the in-band strength. The mixed joint array has skewness $-3.05$ and $\mu_4/\sigma^4=15.9$, and with its mean moved to 13.5 nm the lines hold 40\% of the strength in the band while a Gaussian with the same mean and width holds 21\%. The line share depends on the exact placement: at trial shifts of the mean up to 0.5 eV either way it ranges from 29\% to 41\%, while the Gaussian share stays near 21\%.
